# Saturated Longitudinal Magnetoresistance of Germanium-Type and Silicon-Type Valleys: test program

```python
"""Longitudinal magnetoresistance of many-valley semiconductors.

Result under test: for current and field along [100], four <111> valleys
have rho(B -> infinity)/rho(0) = (2K+1)(K+2)/(9K), whereas six <100>
valleys have ratio 1 at every field.

K     = m_l/m_t, longitudinal over transverse effective mass of a valley
beta  = e B tau/m_t, dimensionless field
sigma = conductivity in units of n e^2 tau/m_t (n = total density)
The independent road integrates cyclotron orbits numerically and forms the
velocity path integral  sigma_ij ~ < v_i(0) int_0^inf v_j(-t) e^(-t/tau) dt >.
In the orbit routines the units are e = m_t = tau = 1.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import roots_genlaguerre, gamma

GE_AXES = np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1], [-1, -1, 1]]) / np.sqrt(3)
SI_AXES = np.eye(3)          # opposite valleys have identical mass tensors
B100 = np.array([0.0, 0.0, 1.0])     # a <100> direction, taken as z
B111 = np.ones(3) / np.sqrt(3)


def saturated_ratio(K):
    return (2*K + 1)*(K + 2)/(9*K)


def sigma_closed(K, beta):
    """Closed form of sigma_zz for <111> valleys and B along <100>."""
    return ((2*K + 1)/3 + beta**2)/(K + beta**2*(K + 2)/3)


def ratio_closed(K, beta):
    """Closed form of rho(B)/rho(0) for constant tau."""
    return 1 + 2*(K - 1)**2/(9*K)*beta**2/(beta**2 + (2*K + 1)/3)


def shell_points():
    """Product quadrature on the unit sphere; the weights sum to one."""
    c, w = np.polynomial.legendre.leggauss(4)
    phi = 2*np.pi*np.arange(6)/6
    s = np.sqrt(1 - c**2)
    pts = np.stack([np.outer(s, np.cos(phi)), np.outer(s, np.sin(phi)),
                    np.outer(c, np.ones(6))], axis=-1).reshape(-1, 3)
    return pts, np.repeat(w/2, 6)/6


def valley_setup(axes, K, b, beta):
    """Initial velocities on the shell energy = 1/2 and orbit generators."""
    pts, wts = shell_points()
    proj = np.einsum('vi,vj->vij', axes, axes)
    inv_mass = np.eye(3) + (1/K - 1)*proj
    inv_root = np.eye(3) + (1/np.sqrt(K) - 1)*proj
    cross_b = np.cross(np.eye(3), b).T       # cross_b @ v = v x b
    backward = beta*inv_mass @ cross_b       # dv/ds with s = -t, charge -e
    v0 = np.einsum('vij,pj->vpi', inv_root, pts)
    return v0, wts, np.transpose(backward, (0, 2, 1))


def rk4_step(v, gen, h):
    k1 = v @ gen
    k2 = (v + h/2*k1) @ gen
    k3 = (v + h/2*k2) @ gen
    k4 = (v + h*k3) @ gen
    return v + h/6*(k1 + 2*k2 + 2*k3 + k4)


def orbit_sigma(axes, K, b, beta):
    """Conductivity tensor of each valley from orbits, per carrier in it."""
    v0, wts, gen = valley_setup(axes, K, b, beta)
    t_max = 25.0
    steps = 2*int(np.ceil(t_max/min(0.02, 0.05/max(beta, 1e-9))/2))
    h = t_max/steps
    v, path = v0.copy(), np.zeros_like(v0)
    for k in range(steps + 1):
        simpson = 1 if k in (0, steps) else (4 if k % 2 else 2)
        path += simpson*h/3*np.exp(-k*h)*v
        if k < steps:
            v = rk4_step(v, gen, h)
    return 3*np.einsum('p,vpi,vpj->vij', wts, v0, path)


def longitudinal_rho(valley_tensors, b):
    return b @ np.linalg.inv(valley_tensors.mean(axis=0)) @ b


def orbit_ratio(axes, K, b, beta):
    return (longitudinal_rho(orbit_sigma(axes, K, b, beta), b)
            / longitudinal_rho(orbit_sigma(axes, K, b, 0.0), b))


# --- symbolic check of the field curve and its limit --------------------
Ks, bs = sp.symbols('K beta', positive=True)
cross_z = sp.Matrix([[0, 1, 0], [-1, 0, 0], [0, 0, 0]])     # v -> v x z
total = sp.zeros(3, 3)
for signs in [(1, 1, 1), (-1, 1, 1), (1, -1, 1), (-1, -1, 1)]:
    a = sp.Matrix(signs)
    resist = sp.eye(3) + (Ks - 1)*a*a.T/3 + bs*cross_z
    total += resist.adjugate()/resist.det()/4
total = total.applyfunc(sp.simplify)
assert all(total[i, j] == 0 for i, j in [(0, 2), (1, 2), (2, 0), (2, 1)])
curve = sp.simplify(total[2, 2].subs(bs, 0)/total[2, 2])
assert sp.simplify(curve - ratio_closed(Ks, bs)) == 0
assert sp.simplify(sp.limit(curve, bs, sp.oo) - saturated_ratio(Ks)) == 0

# --- field curve from numerically integrated orbits ---------------------
worst = 0.0
for K in (0.5, 4.0, 10.0):
    for beta in (0.7, 3.0):
        worst = max(worst, abs(orbit_ratio(GE_AXES, K, B100, beta)
                               - ratio_closed(K, beta)))
assert worst < 1e-5
K = 10.0
strong_beta = 40.0
strong_ratio = orbit_ratio(GE_AXES, K, B100, strong_beta)
assert abs(strong_ratio - ratio_closed(K, strong_beta)) < 1e-4

# --- saturated value from velocities averaged over one closed orbit -----
v0, wts, gen = valley_setup(GE_AXES, K, B100, 1.0)
m_bb = (K + 2)/3
period, steps = 2*np.pi*np.sqrt(K/m_bb), 2000
v, mean_v = v0.copy(), np.zeros_like(v0)
for k in range(steps):
    mean_v += v/steps
    v = rk4_step(v, gen, period/steps)
assert np.max(np.abs(v - v0)) < 1e-7                 # the orbit closes
mass = np.eye(3) + (K - 1)*np.einsum('vi,vj->vij', GE_AXES, GE_AXES)
p_b = np.einsum('vij,vpj->vpi', mass, v0)[..., 2]
assert np.max(np.abs(mean_v[..., :2])) < 1e-7        # no transverse drift
assert np.max(np.abs(mean_v[..., 2] - p_b/m_bb)) < 1e-7
sigma_zero = 3*np.einsum('p,vp->v', wts, v0[..., 2]**2).mean()
sigma_inf = 3*np.einsum('p,vp->v', wts, mean_v[..., 2]**2).mean()
drift_ratio = sigma_zero/sigma_inf
assert abs(drift_ratio - saturated_ratio(K)) < 1e-6

# --- silicon-type valleys, and the cause of the effect ------------------
si_100 = orbit_ratio(SI_AXES, K, B100, 3.0)
si_111 = orbit_ratio(SI_AXES, K, B111, 3.0)
single = orbit_ratio(GE_AXES[:1], K, B100, 3.0)
assert abs(si_100 - 1) < 1e-6
assert abs(si_111 - ratio_closed(K, 3.0)) < 1e-5
assert abs(single - 1) < 1e-5
tensors_0 = orbit_sigma(GE_AXES, K, B100, 0.0)
tensors_s = orbit_sigma(GE_AXES, K, B100, strong_beta)
trans_0 = np.linalg.norm(tensors_0[0, :2, 2])
trans_s = np.linalg.norm(tensors_s[0, :2, 2])
trans_sum = np.linalg.norm(tensors_0.mean(axis=0)[:2, 2])
assert trans_0 > 0.1 and trans_sum < 1e-10 and trans_s < 0.1*trans_0

# --- energy-dependent tau = tau0 (energy/kT)^(-1/2), Maxwell statistics --
def thermal_sigma(beta0):
    def integrand(s):                   # energy/kT = s^2, tau/tau0 = 1/s
        # tau*sigma_closed(K, beta0*tau), multiplied through by s^2
        sig = ((2*K + 1)/3*s**2 + beta0**2)/(K*s**2 + beta0**2*(K + 2)/3)
        return 2*s**4*np.exp(-s**2)*sig/s
    return quad(integrand, 0, 8, epsabs=1e-12, epsrel=1e-11)[0]/gamma(2.5)


mean_tau = quad(lambda s: 2*s**3*np.exp(-s**2), 0, 8)[0]/gamma(2.5)
thermal_zero = mean_tau*sigma_closed(K, 0.0)
nodes, weights = roots_genlaguerre(12, 1)
beta0 = 2.0
orbit_thermal = sum(
    w*orbit_sigma(GE_AXES, K, B100, beta0/np.sqrt(x)).mean(axis=0)[2, 2]
    for x, w in zip(nodes, weights))/gamma(2.5)
assert abs(orbit_thermal/thermal_sigma(beta0) - 1) < 1e-4
thermal_ratio = thermal_zero/thermal_sigma(beta0)
thermal_sat = thermal_zero/thermal_sigma(1000.0)
assert abs(thermal_sat - saturated_ratio(K)) < 1e-4

# density normalization of the energy weight, for a degenerate gas too
for eta in (-3.0, 2.0):
    fermi = lambda x: 1/(np.exp(x - eta) + 1)
    left = quad(lambda x: 2/3*x**1.5*fermi(x)*(1 - fermi(x)), 0, 60)[0]
    right = quad(lambda x: np.sqrt(x)*fermi(x), 0, 60)[0]
    assert abs(left/right - 1) < 1e-6

# --- worked example with round model parameters -------------------------
mt_rel, ml_rel, tau, dens, temp = 0.1, 1.0, 10e-12, 1e20, 100.0
assert abs(ml_rel/mt_rel - K) < 1e-12
m_t = mt_rel*const.m_e
field_unit = m_t/(const.e*tau)                       # field where beta = 1
sigma_unit = dens*const.e**2*tau/m_t
rho_0 = 1/(sigma_unit*sigma_closed(K, 0.0))
rho_inf = rho_0*saturated_ratio(K)
half_field = field_unit*np.sqrt((2*K + 1)/3)
half_check = orbit_ratio(GE_AXES, K, B100, half_field/field_unit)
assert abs((half_check - 1)/(saturated_ratio(K) - 1) - 0.5) < 1e-5
fields = (0.05, 0.1, 0.2, 0.5, 1.0)
omega_c = const.e*fields[-1]/m_t*np.sqrt(m_bb/K)
quantum = const.hbar*omega_c/(const.k*temp)
assert quantum < 0.2 and omega_c*tau > 5

print(f"transverse mass m_t = {mt_rel:.1f} m_e")
print(f"longitudinal mass m_l = {ml_rel:.1f} m_e")
print(f"mass ratio K = {K:.1f} (dimensionless)")
print(f"relaxation time = {tau*1e12:.1f} ps")
print(f"total density = {dens:.1e} m^-3")
print(f"temperature = {temp:.0f} K")
print(f"b.M.b / m_t = {m_bb:.4f} (dimensionless)")
print(f"m_t b.M^-1.b = {sigma_closed(K, 0.0):.4f} (dimensionless)")
print(f"n e^2 tau/m_t = {sigma_unit:.2f} S/m")
print(f"zero-field resistivity = {rho_0*1e3:.4f} mOhm m")
print(f"saturated resistivity = {rho_inf*1e3:.4f} mOhm m")
print(f"saturated ratio, formula = {saturated_ratio(K):.6f}")
print(f"saturated ratio, orbit averages = {drift_ratio:.6f}")
print(f"fractional change at saturation = {saturated_ratio(K)-1:.6f}")
print(f"field where beta = 1: {field_unit:.5f} T")
print(f"field of half the change = {half_field:.4f} T")
for B in fields:
    x = B/field_unit
    print(f"B = {B:.2f} T: beta = {x:.3f}, ratio = {ratio_closed(K, x):.4f}")
print(f"omega_c tau at {fields[-1]:.1f} T = {omega_c*tau:.2f}")
print(f"hbar omega_c/(k_B T) at {fields[-1]:.1f} T = {quantum:.4f}")
print(f"orbit ratio, <111> valleys, beta = 40: {strong_ratio:.5f}")
print(f"closed ratio, <111> valleys, beta = 40: {ratio_closed(K, 40.0):.5f}")
print(f"closed ratio, <111> valleys, beta = 3: {ratio_closed(K, 3.0):.5f}")
print(f"orbit ratio, <100> valleys, B on [100], beta = 3: {si_100:.5f}")
print(f"orbit ratio, <100> valleys, B on [111], beta = 3: {si_111:.5f}")
print(f"orbit ratio, one <111> valley alone, beta = 3: {single:.5f}")
print("transverse response to E along [100], units n_v e^2 tau/m_t:")
print(f"  one valley, beta = 0: {trans_0:.5f}")
print(f"  one valley, beta = 40: {trans_s:.5f}")
print(f"  mean of four valleys below 1e-10 at beta = 0: {trans_sum < 1e-10}")
print("tau = tau0 (energy/kT)^(-1/2), beta0 = e B tau0/m_t:")
print(f"  mean tau/tau0 = {mean_tau:.5f}")
print(f"  ratio at beta0 = 2: {thermal_ratio:.5f}")
print(f"  constant-tau ratio at beta = 2: {ratio_closed(K, 2.0):.5f}")
print(f"  ratio at beta0 = 1000: {thermal_sat:.5f}")
print(f"largest orbit-formula difference, 6 cases: {worst:.1e}")
print("OK")
```

Output:

```
transverse mass m_t = 0.1 m_e
longitudinal mass m_l = 1.0 m_e
mass ratio K = 10.0 (dimensionless)
relaxation time = 10.0 ps
total density = 1.0e+20 m^-3
temperature = 100 K
b.M.b / m_t = 4.0000 (dimensionless)
m_t b.M^-1.b = 0.7000 (dimensionless)
n e^2 tau/m_t = 281.79 S/m
zero-field resistivity = 5.0696 mOhm m
saturated resistivity = 14.1948 mOhm m
saturated ratio, formula = 2.800000
saturated ratio, orbit averages = 2.800000
fractional change at saturation = 1.800000
field where beta = 1: 0.05686 T
field of half the change = 0.1504 T
B = 0.05 T: beta = 0.879, ratio = 1.1791
B = 0.10 T: beta = 1.759, ratio = 1.5517
B = 0.20 T: beta = 3.518, ratio = 2.1496
B = 0.50 T: beta = 8.794, ratio = 2.6506
B = 1.00 T: beta = 17.588, ratio = 2.7602
omega_c tau at 1.0 T = 11.12
hbar omega_c/(k_B T) at 1.0 T = 0.0850
orbit ratio, <111> valleys, beta = 40: 2.79216
closed ratio, <111> valleys, beta = 40: 2.79216
closed ratio, <111> valleys, beta = 3: 2.01250
orbit ratio, <100> valleys, B on [100], beta = 3: 1.00000
orbit ratio, <100> valleys, B on [111], beta = 3: 2.01250
orbit ratio, one <111> valley alone, beta = 3: 1.00000
transverse response to E along [100], units n_v e^2 tau/m_t:
  one valley, beta = 0: 0.42426
  one valley, beta = 40: 0.02648
  mean of four valleys below 1e-10 at beta = 0: True
tau = tau0 (energy/kT)^(-1/2), beta0 = e B tau0/m_t:
  mean tau/tau0 = 0.75225
  ratio at beta0 = 2: 1.48159
  constant-tau ratio at beta = 2: 1.65455
  ratio at beta0 = 1000: 2.79997
largest orbit-formula difference, 6 cases: 4.6e-09
OK
```
